# Imaginary local energy in Monte Carlo: current, zero mean and variance, part 2

A complex trial function $\psi$ gives a complex local energy $E_L=H\psi/\psi$. The questions are why its imaginary part averages to zero while its values do not vanish, and what an implementation should do with them. Hartree atomic units are used, with electron charge $-1$. The Hamiltonian is $H=\tfrac12\sum_k\pi_k^2+V$ with $\pi_k=-i\partial_k+A_k$, where $k$ numbers all Cartesian coordinates $X$ and $V$ and $\mathbf A$ are real. The density is $\rho=|\psi|^2$, and $\langle\cdot\rangle$ averages over normalized $\rho$. With $\psi=Re^{iS}$, $\mathbf v=\nabla S+\mathbf A$ and $\mathbf u=\nabla R/R$, the current is $\mathbf j=\rho\mathbf v$. Pointwise, away from zeros of $\psi$,

$$
\rho E_L=\psi^*H\psi=\tfrac12\sum_k\psi^*\pi_k^2\psi+V\rho, \tag{4}
$$

$$
\boxed{\operatorname{Im}E_L=-\frac{\nabla\cdot\mathbf j}{2\rho}}\qquad(\psi\ne0), \tag{8}
$$

$$
\operatorname{Re}E_L=-\frac{\nabla^2R}{2R}+\tfrac12\mathbf v^2+V,\qquad
\operatorname{Im}E_L=-\tfrac12\nabla\cdot\mathbf v-\mathbf v\cdot\mathbf u. \tag{10}
$$

For $\psi$ in the domain of $H$,

$$
\boxed{\langle\operatorname{Im}E_L\rangle=0},\qquad
\langle\operatorname{Re}E_L\rangle=\frac{\langle\psi|H\psi\rangle}{\langle\psi|\psi\rangle}=E, \tag{15}
$$

and the variance of $H$, $\sigma_H^2=\|(H-E)\psi\|^2/\|\psi\|^2$, obeys

$$
\boxed{\sigma_H^2=\operatorname{Var}(\operatorname{Re}E_L)+\langle(\operatorname{Im}E_L)^2\rangle}, \tag{19}
$$

$$
\langle(\operatorname{Im}E_L)^2\rangle=\frac{1}{4\int\rho\,dX}\int\frac{(\nabla\cdot\mathbf j)^2}{\rho}\,dX. \tag{20}
$$

The kinked function $\psi=e^{-x^2/2+iq|x|}$, without a field, is outside the domain. Its pointwise imaginary mean is

$$
\langle q|x|\rangle=\frac{2q\int_0^\infty xe^{-x^2}dx}{\sqrt\pi}=\frac q{\sqrt\pi}=0.4231\ \text{hartree}
\quad(q=0.75\ \text{bohr}^{-1}). \tag{17}
$$

The two-dimensional example is one electron in a well of frequency $\omega_0=1$ in a field $B=1$, with $\psi=Pe^{-\alpha r^2/2}$, $r^2=x^2+y^2$, $P=c+L$, $L=x+\gamma y$ and $\gamma=\kappa+i\eta$. Here $\alpha=1.2$ bohr⁻², $c=0.5$ bohr, $\kappa=0.3$, $\eta=0.5$ and $\Omega^2=\omega_0^2+\tfrac14B^2=1.25$. The node is at $(-c,0)$. The local energy is

$$
E_L=\alpha+\tfrac12(\Omega^2-\alpha^2)r^2
+\frac{\alpha L-\frac{iB}{2}(\gamma x-y)}{P}. \tag{13}
$$

Quadrature gives $\operatorname{Var}(\operatorname{Re}E_L)=0.277831$ and $\langle(\operatorname{Im}E_L)^2\rangle=0.286076$ hartree².

### The energy, worked by hand

The mean can be followed through (13). In the Gaussian weight $e^{-\alpha r^2}$, normalized to one, $x^2$ and $y^2$ each average to $1/(2\alpha)$, and odd moments vanish. The norm of $P=c+x+\gamma y$ in this weight is

$$
\mathcal N=c^2+\frac{1+|\gamma|^2}{2\alpha}=0.25+\frac{1.34}{2.4}=0.80833. \tag{22}
$$

Multiplying the last term of (13) by $|P|^2$ leaves $P^*$ times its numerator. The part with $\alpha L$ averages to $\alpha(1+|\gamma|^2)/(2\alpha)=0.67$. For the magnetic part, $P^*(\gamma x-y)$ averages to $(\gamma-\gamma^*)/(2\alpha)=i\eta/\alpha$, and the factor $-iB/2$ turns this into $B\eta/(2\alpha)=0.20833$. Both results are real, in agreement with (15).

For the quadratic term, $r^2$ averages to $1/\alpha$, while $x^2r^2$ and $y^2r^2$ each average to $3/(4\alpha^2)+1/(4\alpha^2)=1/\alpha^2$. The cross term $xy\,r^2$ averages to zero. Thus

$$
\langle r^2\rangle=\frac{c^2/\alpha+(1+|\gamma|^2)/\alpha^2}{\mathcal N}
=\frac{0.20833+0.93056}{0.80833}=1.4089\ \text{bohr}^2.
$$

With $\frac12(\Omega^2-\alpha^2)=-0.095$, the energy is

$$
E=1.2-0.095(1.4089)+\frac{0.67+0.20833}{0.80833}=2.15275\ \text{hartree}, \tag{23}
$$

equal to the quadrature and matrix values at this precision.

### Statistical errors

For $M$ independent samples of $\rho$, let $\overline{E}$ be the sample mean of $\operatorname{Re}E_L$. The variances of independent terms add, so

$$
\operatorname{Var}(\overline E)=\frac{\operatorname{Var}(\operatorname{Re}E_L)}{M}. \tag{24}
$$

The imaginary part does not enter this error. Using $\sigma_H^2$ in its place would overestimate the error bar whenever $\operatorname{Im}E_L$ is not identically zero. For correlated Markov-chain samples, the error of the real part must instead be found from its own correlations, for instance by blocking.

A run of 2000 batches with 500 independent samples each, so $M=10^6$, gave $2.15264\pm0.00054$ hartree for the real mean and $-0.00019\pm0.00053$ hartree for the imaginary mean. Equation (24) predicts $\sqrt{0.277831/10^6}=0.00053$ hartree for the first error. The variance of the batch means, multiplied by 500, was 0.2919 hartree² for the real part and 0.2800 hartree² for the imaginary part. Relative to the quadrature values these are 5 % high and 2 % low. If batch means were normally distributed, 2000 of them would fix a variance to about $\sqrt{2/2000}\approx3\,\%$.

That last figure is a guide only. Near a generic complex node at distance $s$, $\rho$ behaves as $s^2$, the volume element as $s\,ds$, and $E_L$ can grow as $1/s$. The second and fourth moments near the node then behave as

$$
\int s^2\,s^{-2}\,s\,ds\quad\text{and}\quad\int s^2\,s^{-4}\,s\,ds=\int\frac{ds}{s}. \tag{25}
$$

The first converges, so the energy has an ordinary error bar. The second diverges logarithmically, so an estimate of the variance from samples of $\rho$ has no finite variance of its own. It still converges to the right value, but occasional samples close to a node move it noticeably. An optimizer that uses sampled variances should be judged with this in mind.

### Using the known zero

Since the mean of $\operatorname{Im}E_L$ is known, it can serve as a control variate. For any fixed real $\lambda$, the quantity $\operatorname{Re}E_L+\lambda\operatorname{Im}E_L$ also has mean $E$. With $C=\langle(\operatorname{Re}E_L-E)\operatorname{Im}E_L\rangle$ and $D=\langle(\operatorname{Im}E_L)^2\rangle>0$, its variance is

$$
\operatorname{Var}(\operatorname{Re}E_L)+2\lambda C+\lambda^2D. \tag{26}
$$

Setting the derivative $2C+2\lambda D$ to zero gives $\lambda=-C/D$ and the reduced variance $\operatorname{Var}(\operatorname{Re}E_L)-C^2/D$. There is no gain if $C=0$. Choosing $\lambda$ from a separate short run keeps it independent of the samples being averaged, and the estimator stays unbiased.

### A constant real part without an eigenstate

The separate contribution of the imaginary part can decide the outcome of a variance minimization. Consider a one-dimensional oscillator of frequency $\omega$ without a field, and

$$
\psi=e^{-\lambda_0x^2/2},\qquad\lambda_0=a-ib,\qquad a>0. \tag{27}
$$

Differentiation gives $\psi'=-\lambda_0x\psi$ and $\psi''=(\lambda_0^2x^2-\lambda_0)\psi$. Hence

$$
E_L=\tfrac12\lambda_0+\tfrac12(\omega^2-\lambda_0^2)x^2,\qquad
\lambda_0^2=a^2-b^2-2iab,
$$

and the two parts are

$$
\operatorname{Re}E_L=\tfrac a2+\tfrac12(\omega^2-a^2+b^2)x^2,\qquad
\operatorname{Im}E_L=abx^2-\tfrac b2. \tag{28}
$$

The density is proportional to $e^{-ax^2}$, for which $\langle x^2\rangle=1/(2a)$ and $\langle x^4\rangle=3/(4a^2)$. The imaginary mean is therefore zero, and $\operatorname{Var}(x^2)=1/(2a^2)$. It follows that

$$
E=\frac{a^2+b^2+\omega^2}{4a},\quad
\operatorname{Var}(\operatorname{Re}E_L)=\frac{(\omega^2-a^2+b^2)^2}{8a^2},\quad
\langle(\operatorname{Im}E_L)^2\rangle=\frac{b^2}{2}. \tag{29}
$$

For $b>0$ the velocity $v=bx$ points outward. The imaginary part is negative at the centre and positive far out: the density is about to spread.

On the curve $a^2=\omega^2+b^2$ the real part is constant. With $\omega=1$ and $b=0.75$, $a=1.25$, and every sample returns $\operatorname{Re}E_L=a/2=0.625$ hartree. The variance of the real part vanishes, yet the true ground energy is 0.5 hartree. The total variance exposes the error:

$$
\sigma_H^2=0+\tfrac12(0.75)^2=0.28125\ \text{hartree}^2,\qquad
\sigma_H=0.530\ \text{hartree}.
$$

Minimizing $\operatorname{Var}(\operatorname{Re}E_L)$ alone would accept any point on this curve. The full variance in (29) is zero only at $b=0$, $a=\omega$. A variance optimizer for complex $\psi$ should therefore minimize $\langle|E_L-E|^2\rangle$, with $E$ estimated from the real mean.

Away from the curve, take $a=1.1$ and $b=0.4$. Then $\omega^2-a^2+b^2=-0.05$, and the two variance parts are $0.0025/9.68=0.000258$ and $0.08$ hartree². The real part alone would make this function look almost converged, although its energy is $2.37/4.4=0.5386$ hartree. The control variate is perfect in this model, because both parts of (28) are linear in $x^2$. It removes all scatter in the energy estimate, but leaves $\psi$ and its energy unchanged.

### Fixed-phase diffusion Monte Carlo

The constant 0.625 hartree has a meaning of its own. By (10), $\operatorname{Re}E_L=(H_SR)/R$, where

$$
H_S=-\tfrac12\nabla^2+\tfrac12\mathbf v^2+V \tag{30}
$$

acts on the amplitude while the phase $S$ is held fixed. This is the Hamiltonian of fixed-phase diffusion Monte Carlo, in which the real local energy controls the branching. For (27), $v=bx$, and $H_S$ is an oscillator of frequency $\sqrt{\omega^2+b^2}$, which equals $a$ on the curve $a^2=\omega^2+b^2$. For $\omega=1$ and $b=0.75$ its ground energy is $a/2=0.625$ hartree, and diagonalization on a grid gives 0.62500 hartree.

The imaginary mean vanishes for every admissible amplitude, so $\langle R|H_S|R\rangle$ equals the expectation value of $H$ in $Re^{iS}$. The lowest fixed-phase energy is therefore an upper bound to the true ground energy of $H$ in the space of functions considered. In this example it lies 0.125 hartree above it. Branching weights that are the same at every configuration, that is, a constant $\operatorname{Re}E_L$, show that the trial amplitude is an eigenfunction of $H_S$; they say nothing about the error of the phase.

The zero-mean theorem also depends on the sampled density. Suppose the samples follow $g\rho$ instead of $\rho$, with a smooth positive $g$. Integration by parts, with vanishing surface terms, gives

$$
\int g\rho\operatorname{Im}E_L\,dX=-\tfrac12\int g\,\nabla\cdot\mathbf j\,dX
=\tfrac12\int\mathbf j\cdot\nabla g\,dX. \tag{31}
$$

This need not vanish. Fixed-phase diffusion Monte Carlo with importance sampling draws from the product of the trial amplitude $R$ and the fixed-phase solution $R_0$, so that $g=R_0/R$. A nonzero imaginary mean there is not by itself a fault.

### Checks in an implementation

When $\rho$ itself is sampled, an imaginary mean many standard errors from zero signals a problem. Candidates are a wrong derivative, a wrong sampling density, current leaking through a cell boundary, or a kink such as the one in (17). The pointwise identity (8) can separate the first cause from the others, since it can be checked at single configurations, without any sampling. The divergence must then be obtained independently, for instance by finite differences of $\mathbf j$: if both sides are built from the same coded derivatives, (10) shows that they agree even when those derivatives are wrong. Passing this check does not certify all derivatives. If the coded $\mathbf v$ is wrong but its coded divergence is consistent with it, (8) still holds for the wrong current and the imaginary mean is still zero. An error in $\nabla^2R$ enters only the real part of (10).

A nonlocal Hermitian potential $W$, such as that of a pseudopotential, changes the pointwise result. The term $\operatorname{Im}(\psi^*W\psi)$ no longer drops out of (4), and

$$
\operatorname{Im}E_L=-\frac{\nabla\cdot\mathbf j}{2\rho}+\operatorname{Im}\frac{W\psi}{\psi}. \tag{32}
$$

Hermiticity makes the added term average to zero, so (15) survives. The decomposition (19) survives as well, since it used only $(H-E)\psi=(E_L-E)\psi$ and a real $E$. What must be replaced are the results that used (8) or (10) pointwise. In (20) and (31), and in the single-configuration check, the imaginary part is no longer given by the divergence of $\mathbf j$ alone, so (32) takes the place of (8). The real part gains $\operatorname{Re}(W\psi/\psi)$, which $H_S$ in (30) does not contain.

## Computed results

```
TWO-DIMENSIONAL WELL IN A MAGNETIC FIELD
well frequency omega0 = 1.00 a.u.
magnetic field B = 1.00 a.u.
Gaussian exponent alpha = 1.20 bohr^-2
node offset c = 0.50 bohr
eta = 0.50, kappa = 0.30 (no unit)
<Re E_L>, quadrature = 2.152749 hartree
<H>, matrices = 2.152749 hartree
|<Im E_L>|, quadrature = 4.7e-17 hartree
Var(Re E_L) = 0.277831 hartree^2
<(Im E_L)^2> = 0.286076 hartree^2
sum of the two parts = 0.563907 hartree^2
variance of H, matrices = 0.563907 hartree^2
imaginary share of variance = 50.73 %
test point x = 0.40 bohr, y = 0.70 bohr
Im E_L at test point = 0.366824 hartree
half d(ln rho)/dt there = 0.366824 a.u.
Im E_L 0.01 bohr above node = 113.676 hartree
Im E_L 0.001 bohr above node = 1132.794 hartree
flux (psi unnormalized), radius 0.1 bohr = -1.036e-05 a.u.
flux (same psi), radius 0.01 bohr = -1.047e-09 a.u.
MONTE CARLO SAMPLING OF THE SAME FUNCTION
batches = 2000; samples per batch = 500
mean Re E_L = 2.15264 +- 0.00054 hartree
mean Im E_L = -0.00019 +- 0.00053 hartree
size * variance of Re means = 0.2919 hartree^2
size * variance of Im means = 0.2800 hartree^2
ONE-DIMENSIONAL OSCILLATOR, omega = 1.00 a.u.
generic: a = 1.1000, b = 0.4000 bohr^-2
generic: energy = 0.538636 hartree
generic: Var(Re E_L) = 0.000258 hartree^2
generic: <(Im E_L)^2> = 0.080000 hartree^2
generic: variance of H = 0.080258 hartree^2
flat: a = 1.2500, b = 0.7500 bohr^-2
flat: energy = 0.625000 hartree
flat: Var(Re E_L) = 0.000000 hartree^2
flat: <(Im E_L)^2> = 0.281250 hartree^2
flat: variance of H = 0.281250 hartree^2
true ground energy = 0.500000 hartree
fixed-phase ground energy, grid = 0.62500 hartree
KINKED PHASE a|x| WITH AMPLITUDE exp(-x^2/2)
phase slope a = 0.75 bohr^-1
pointwise <Im E_L> = 0.423142 hartree
half current jump / norm = 0.423142 a.u.
HELIUM TRIAL FUNCTION, POINTWISE IDENTITY
points tested = 40
largest |Im E_L| = 1.7601 hartree
largest mismatch = 7.4e-16 hartree
```
